Bosonic kernels and the static sum rule for χ''(ω)/ω

**1. Definitions and conventions**

We set ħ = k_B = 1 and write β for the inverse temperature. The Hamiltonian H has discrete levels, as in a finite system, with H|m⟩ = E_m|m⟩. In the grand canonical ensemble H includes the term −μN. The thermal probabilities are

p_m = e^{−βE_m}/Z, Z = Σ_m e^{−βE_m}.

Let O be a bosonic operator, for example a density, a spin component or a dipole moment. We work with its fluctuation

A = O − ⟨O⟩,

where ⟨…⟩ is the thermal mean, so that ⟨A⟩ = 0. Matrix elements and energy differences are written A_mn = ⟨m|A|n⟩ and ω_nm = E_n − E_m. All sums over states are assumed to converge.

The imaginary-time correlation function is, for 0 ≤ τ ≤ β,

C(τ) = ⟨A(τ)A†(0)⟩, A(τ) = e^{τH} A e^{−τH}.

It has no minus sign in front. For −β < τ < 0 the time-ordered function is ⟨A†(0)A(τ)⟩, without a sign change because A is bosonic. The cyclic property of the trace gives

C(τ+β) = Z⁻¹ Tr[e^{−βH} e^{(τ+β)H} A e^{−(τ+β)H} A†]
= Z⁻¹ Tr[e^{τH} A e^{−τH} e^{−βH} A†]
= ⟨A†(0)A(τ)⟩.

The ordered function therefore has period β, and its Fourier frequencies are ν_n = 2πn/β with integer n:

C(iν_n) = ∫_0^β dτ e^{iν_nτ} C(τ).

The response function in real time, with A(t) = e^{iHt}Ae^{−iHt}, and its transform for Im z > 0 are

χ(t) = iθ(t)⟨[A(t), A†(0)]⟩, χ(z) = ∫_0^∞ dt e^{izt} χ(t).

Analytic continuation seeks the spectrum χ''(ω) from data for C(τ) or C(iν_n). We shall express both through χ''(ω)/ω, which is non-negative. Its value at ω = 0 needs a separate definition.

**2. The two spectral sums**

Insert a complete set of states between A(τ) and A†:

C(τ) = Σ_mn p_m ⟨m|e^{τH}Ae^{−τH}|n⟩⟨n|A†|m⟩.

The exponentials give e^{τ(E_m−E_n)} = e^{−τω_nm}, and ⟨n|A†|m⟩ is the complex conjugate of A_mn. Hence

C(τ) = Σ_mn p_m |A_mn|² e^{−τω_nm}. (1)

In the commutator, the term ⟨A(t)A†⟩ gives Σ p_m|A_mn|² e^{−iω_nm t} in the same way. For the other ordering we start the trace from the state n:

⟨A†A(t)⟩ = Σ_mn p_n ⟨n|A†|m⟩⟨m|A(t)|n⟩ = Σ_mn p_n |A_mn|² e^{−iω_nm t}.

The time integral of each difference is

i∫_0^∞ dt e^{i(z−ω_nm)t} = i · (−1)/[i(z−ω_nm)] = 1/(ω_nm − z),

where the upper limit vanishes because Im z > 0. Therefore

χ(z) = Σ_mn (p_m − p_n)|A_mn|²/(ω_nm − z). (2)

Now let z = ω + i0⁺. Since 1/(x − i0⁺) has imaginary part πδ(x), and the coefficients in (2) are real, the imaginary part of χ is

χ''(ω) = π Σ_mn (p_m − p_n)|A_mn|² δ(ω − ω_nm). (3)

A state of lower energy has the larger probability, so χ''(ω) has the sign of ω. This is why one divides by ω.

**3. The positive function and its value at zero frequency**

From p_n = p_m e^{−βω_nm} we have

p_m − p_n = p_m(1 − e^{−βω_nm}).

Define

g(ω) = (1 − e^{−βω})/ω for ω ≠ 0, g(0) = β.

Numerator and denominator have the same sign, so g is positive; the value at zero is its limit. We now define

S(ω) = π Σ_mn p_m |A_mn|² g(ω_nm) δ(ω − ω_nm). (4)

Every weight is non-negative. For ω ≠ 0, comparison with (3) shows that S(ω) = χ''(ω)/ω.

At ω = 0 the two objects carry different information. Pairs of states with equal energy, including the diagonal pairs m = n, contribute

S_0(ω) = πβC_0 δ(ω), C_0 = Σ_{E_m=E_n} p_m |A_mn|². (5)

In χ'' the same pairs drop out because p_m = p_n. Put differently, ωδ(ω) = 0, so multiplying S by ω erases this term, and division by ω cannot restore it. The phrase "the positive function χ''(ω)/ω" must therefore mean the measure S, with its zero-frequency part included. If C_0 = 0 the distinction disappears.

The constant C_0 describes fluctuations of A that do not evolve in time. In the extreme case where A commutes with H, A_mn vanishes between different energies. Then χ'' is zero and the whole of S is the term (5).

**4. The kernel in imaginary time**

In (1), multiply and divide each term by g(ω_nm):

C(τ) = Σ_mn [p_m|A_mn|² g(ω_nm)] e^{−τω_nm}/g(ω_nm).

The square bracket is the weight of S/π at ω_nm. Thus

C(τ) = ∫ dω/π K(τ,ω) S(ω), (6)

K(τ,ω) = ω e^{−τω}/(1 − e^{−βω}), K(τ,0) = 1/β.

Integrals without limits run over the whole real axis.

Written for χ'' instead of S, the kernel would be e^{−τω}/(1 − e^{−βω}), which behaves as 1/(βω) near ω = 0. The factor ω removes this divergence. To first order,

ω/(1 − e^{−βω}) ≈ (1/β)(1 + βω/2), e^{−τω} ≈ 1 − τω,

so that

K(τ,ω) ≈ (1/β)[1 + (β/2 − τ)ω].

Two limits show what the kernel does. If S has its weight at |ω| much smaller than 1/β, then K ≈ 1/β for all τ between 0 and β, and

C(τ) ≈ (1/β) ∫ dω/π S(ω).

This is the classical regime, in which C hardly depends on τ. In the opposite limit β → ∞, at fixed τ and fixed ω > 0, the kernel becomes ωe^{−τω}. For ω = −u < 0 it can be written

K(τ,−u) = u e^{−(β−τ)u}/(1 − e^{−βu}),

which tends to zero: a cold system has no energy to give up.

**5. The kernel in Matsubara frequency**

We transform K(τ,ω) over one period. For ω ≠ 0,

∫_0^β dτ e^{(iν_n−ω)τ} = [e^{(iν_n−ω)β} − 1]/(iν_n − ω).

Since e^{iν_nβ} = 1, the right side is

(e^{−βω} − 1)/(iν_n − ω) = (1 − e^{−βω})/(ω − iν_n).

Multiplication by ω/(1 − e^{−βω}) cancels the thermal factor:

K_n(ω) = ω/(ω − iν_n), ω ≠ 0.

At ω = 0 we transform the constant 1/β, which gives 1 for n = 0 and 0 for n ≠ 0. Hence

C(iν_n) = ∫ dω/π K_n(ω) S(ω), (7)

K_n(ω) = ω/(ω − iν_n) for n ≠ 0, K_0(ω) = 1 for every ω, including ω = 0.

The value K_0(0) = 1 matters, because the zero-frequency term of S enters C(iν_n) through n = 0 alone.

Equation (2) can also be written with S. Its terms with ω_nm = 0 vanish, and for the others (p_m − p_n) = ω_nm p_m g(ω_nm). So

χ(z) = ∫ dω/π [ω/(ω − z)] S(ω), Im z > 0.

Comparison with (7) gives

C(iν_n) = χ(iν_n) for n > 0,

C(iν_0) = χ(i0⁺) + βC_0. (8)

The second line holds because, as z → i0⁺, the factor ω/(ω − z) tends to 1 at every non-zero level difference but stays 0 at ω = 0. Thus the point n = 0 need not lie on the curve obtained by continuing the response to zero frequency.

**6. Hermitian operators and the symmetric kernels**

Replace A by A† in (4) and exchange the names m and n. Since |(A†)_nm|² = |A_mn|², the weight becomes p_n|A_mn|² g(ω_mn) at the position ω_mn = −ω_nm. Moreover

p_n g(−ω_nm) = p_m e^{−βω_nm}(e^{βω_nm} − 1)/ω_nm = p_m g(ω_nm)

for ω_nm ≠ 0; for equal energies both sides are βp_m. Therefore

S_{A†}(ω) = S_A(−ω). (9)

For Hermitian A this says that S is even. The odd part of any kernel then integrates to zero, and we may replace the kernel by its average over ω and −ω.

For the time kernel, first reverse the sign of ω:

K(τ,−ω) = −ω e^{τω}/(1 − e^{βω}) = ω e^{τω}/(e^{βω} − 1) = ω e^{−(β−τ)ω}/(1 − e^{−βω}).

The last step multiplies numerator and denominator by e^{−βω}. The average is

ω[e^{−τω} + e^{−(β−τ)ω}]/[2(1 − e^{−βω})].

Multiply numerator and denominator by e^{βω/2}. The sum of exponentials becomes 2cosh[ω(τ − β/2)], and 1 − e^{−βω} becomes 2sinh(βω/2). The symmetric kernel is

K^s(τ,ω) = ω cosh[ω(τ − β/2)]/[2 sinh(βω/2)], K^s(τ,0) = 1/β. (10)

It is unchanged by τ → β − τ, so C(τ) = C(β − τ) for Hermitian A.

For the frequency kernel with n ≠ 0,

K_n^s(ω) = ½[ω/(ω − iν_n) + ω/(ω + iν_n)] = ω²/(ω² + ν_n²). (11)

For n = 0 it is again 1 everywhere. It follows that C(iν_n) is real and even in n.

These kernels belong to integrals over the full axis. To use positive frequencies alone, separate the zero-frequency term, S = πβC_0 δ(ω) + S_r, and fold the rest:

C(τ) = C_0 + ∫_0^∞ dω/π {ω cosh[ω(τ − β/2)]/sinh(βω/2)} S_r(ω),

C(iν_n) = βC_0 δ_{n0} + (2/π) ∫_0^∞ dω [ω²/(ω² + ν_n²)] S_r(ω).

Folding doubles the kernel for S_r, but the weight at the origin is counted once.

Hermiticity is sufficient for these forms, but not necessary. What is needed is S_A = S_{A†}. This also holds if a unitary symmetry P of H obeys PAP⁻¹ = A†, because P then carries the trace defining C for A into the one for A†. A density component ρ_q in a system with inversion symmetry is an example, since inversion takes ρ_q into ρ_{−q} = ρ_q†. Time-reversal symmetry serves equally well for ρ_q: it also takes ρ_q into ρ_q†, and an antiunitary map preserves the moduli of matrix elements. For a general A, the kernels (10) and (11) integrated over the full axis give only [C(τ) + C(β − τ)]/2 and the real part of C(iν_n). They are exact at τ = β/2 and at n = 0, where the full kernels are already even in ω. The folded forms need S itself to be even, so for a general A they fail at these points too. In all such cases (6) and (7) must be used.

**7. The static sum rule**

Set n = 0 in (7). The kernel is 1, so

∫ dω/π S(ω) = C(iν_0) = ∫_0^β dτ C(τ). (12)

This holds for any A of section 1. For Hermitian O, the right side is the isothermal static susceptibility. To show this, apply a constant field h:

H_h = H − hO.

Consider the product F(s) = e^{−(β−s)H} e^{−sH_h}. Its derivative is

dF/ds = e^{−(β−s)H}(H − H_h)e^{−sH_h} = h e^{−(β−s)H} O e^{−sH_h}.

Integrating from s = 0 to β gives

e^{−βH_h} − e^{−βH} = h ∫_0^β ds e^{−(β−s)H} O e^{−sH_h}.

Divide by h and let h → 0. On the right H_h becomes H:

d(e^{−βH_h})/dh = ∫_0^β ds e^{−(β−s)H} O e^{−sH} at h = 0.

The trace of this equation is dZ/dh = βZ⟨O⟩, since the exponentials combine under the trace. Now differentiate ⟨O⟩_h = Tr[e^{−βH_h}O]/Z_h. The numerator and the denominator each contribute:

d⟨O⟩/dh = Z⁻¹ ∫_0^β ds Tr[e^{−(β−s)H} O e^{−sH} O] − ⟨O⟩ Z⁻¹ dZ/dh
= ∫_0^β ds ⟨O(s)O⟩ − β⟨O⟩².

Because ⟨O(s)⟩ = ⟨O⟩, we have C(s) = ⟨O(s)O⟩ − ⟨O⟩². The result is

∫ dω/π S(ω) = χ_T, χ_T = d⟨O⟩/dh at fixed β. (13)

In the grand canonical case μ is fixed as well.

By (8), the integral without the zero-frequency term is χ(i0⁺), the slow response of the isolated system. The difference βC_0 is non-negative, so χ_T ≥ χ(i0⁺), with equality when C_0 = 0.

For a non-zero fluctuation A, the function

P(ω) = S(ω)/[πC(iν_0)]

is non-negative and integrates to one. It can be treated as a probability density. The normalization comes from the data point n = 0, so any error in that point changes the total weight of S. Since the zero-frequency term enters through n = 0 alone, such an error can be mistaken for weight at ω = 0.

The subtraction of ⟨O⟩ also matters here. Without it, C(τ) would be larger by the constant |⟨O⟩|², and S would contain an additional πβ|⟨O⟩|²δ(ω). The kernels would remain valid, but for Hermitian O the integral would exceed χ_T by β⟨O⟩².

**8. Worked example: a biased two-level system**

Take

H = −(ε/2)σ_z − (Δ/2)σ_x, O = σ_z,

with model parameters ε = 0.003 Ha, Δ = 0.004 Ha and β = 400 Ha⁻¹, a temperature of about 789 K. The energies are ±E/2 with

E = √(ε² + Δ²) = 0.005 Ha, βE/2 = 1.

*Matrix elements.* H is −E/2 times the spin component along the direction (Δ/E, 0, ε/E). The lower state points along this direction and the upper state against it, so the diagonal elements of σ_z are +ε/E and −ε/E. Since σ_z² = 1, the squared elements in each row add to one, and the off-diagonal element has squared modulus 1 − (ε/E)² = (Δ/E)².

The difference of the two probabilities is tanh(βE/2) = 0.7616. Thus

⟨σ_z⟩ = (ε/E) tanh(βE/2) = 0.6 × 0.7616 = 0.4570.

*Weight at zero.* The diagonal fluctuation is the mean square minus the squared mean:

C_0 = (ε/E)²[1 − tanh²(βE/2)] = 0.36 × 0.41997 = 0.1512.

The weight of S/π at ω = 0 is βC_0 = 400 × 0.15119 = 60.48 Ha⁻¹.

*Weights at ±E.* From (3), divided by πω, each is

(Δ/E)² tanh(βE/2)/E = 0.64 × 0.7616/0.005 = 97.48 Ha⁻¹.

*Sum rule.* The total is

χ_T = 60.48 + 2 × 97.48 = 255.44 Ha⁻¹ = 9.387 eV⁻¹.

A numerical derivative of ⟨σ_z⟩ with respect to the field also gives 255.44 Ha⁻¹. The slow commutator response gives 194.97 Ha⁻¹, the sum of the two side weights.

The two parts have a direct meaning. The field changes ε into ε + 2h, so

χ_T = 2 d[(ε/E) tanh(βE/2)]/dε.

With dE/dε = ε/E, the derivative of ε/E is 1/E − ε²/E³ = Δ²/E³. Hence

χ_T = 2(Δ²/E³) tanh(βE/2) + β(ε/E)² sech²(βE/2).

The first term comes from the change of the states at fixed probabilities and equals the side weights. The second comes from the change of the probabilities and equals the weight at zero. An isolated system under a slow field lacks this second change. The term vanishes for ε = 0 with Δ ≠ 0, while for Δ = 0 it is the whole susceptibility.

*Imaginary time.* At τ = β/4 the kernel (6) is 0.003507 Ha at +E and 0.001290 Ha at −E. Their average, 0.002399 Ha, is the symmetric kernel. Therefore

C(β/4) = 60.48 × 0.0025 + 2 × 97.48 × 0.002399 = 0.151 + 0.468 = 0.619.

At τ = 3β/4 the value is the same, as the symmetry requires. At τ = 0 and τ = β/2 one finds 0.791 and 0.566. The zero-frequency term supplies the constant 0.151 in each case.

*Matsubara frequency.* For n = 1, ν_1 = 2π/400 = 0.015708 Ha, and the symmetric kernel at E is

E²/(E² + ν_1²) = 0.0920.

Hence C(iν_1) = 194.97 × 0.0920 = 17.94 Ha⁻¹. For n = 2 the value is 4.82 Ha⁻¹. The zero-frequency term contributes to neither.

*What is lost without the term at zero.* Its share of the normalized density is 60.48/255.44 = 0.237; each side peak has 0.382. Suppose one keeps the peaks at ±E alone but normalizes them to χ_T. They are then too large by the factor 255.44/194.97 = 1.31, and the predicted C(iν_1) becomes 1.31 × 17.94 = 23.5 Ha⁻¹, which is 31% above the correct value. A continuation that uses the n = 0 point must therefore allow weight at ω = 0, or so close to it that the data cannot tell the difference, unless C_0 is known to vanish.

The numerical check checks the kernels and the sum rule against matrix exponentials, time quadrature and finite-field derivatives, both here and for a five-level system with a degenerate pair.

**9. Range of validity**

The derivation assumes thermal equilibrium, because p_n = p_m e^{−βω_nm} was used to obtain a single positive S. It also assumes that the second operator is the adjoint of the first. For ⟨A(τ)B⟩ with a general B, |A_mn|² is replaced by A_mn B_nm, which need not be positive or even real. The kernels (6) and (7) survive, since the algebra with g does not involve the matrix elements, but the interpretation as a probability density is lost.

For a large system with closely spaced levels, S may approach a smooth function. Whether a sharp term remains at ω = 0 then depends on the system and on the operator, and has to be settled separately. The kernels themselves are continuous in ω for the time variable, and for each fixed n in the frequency variable, so they apply to a smooth S and to a sharp line alike.

Numbers as computed

```
bias eps = 0.0030 Ha
tunnelling Delta = 0.0040 Ha
level splitting E = 0.0050 Ha
inverse temperature beta = 400.0 1/Ha
temperature = 789.4 K
beta*E/2 = 1.0000 (dimensionless)
tanh(beta*E/2) = 0.761594 (dimensionless)
sech^2(beta*E/2) = 0.419974 (dimensionless)
mean of sigma_z = 0.456956 (dimensionless)
Weights of S/pi:
  at w = 0: 60.4763 1/Ha
  at w = +E and at w = -E, each: 97.4841 1/Ha
  total: 255.4444 1/Ha = 9.38741 1/eV
d<sigma_z>/dh by finite field: 255.4444 1/Ha
slow commutator response: 194.9681 1/Ha
normalized weight at w = 0: 0.23675 (dimensionless)
normalized weight at each of +E, -E: 0.38163 (dimensionless)
Time kernels at tau = beta/4:
  at w = 0: 0.002500 Ha
  at w = +E: 0.003507 Ha
  at w = -E: 0.001290 Ha
  symmetric, at E: 0.002399 Ha
C(tau), dimensionless: zero-frequency part, rest, sum, direct trace
  tau/beta = 0.00: 0.151191, 0.640000, 0.791191, 0.791191
  tau/beta = 0.25: 0.151191, 0.467688, 0.618879, 0.618879
  tau/beta = 0.50: 0.151191, 0.414755, 0.565945, 0.565945
  tau/beta = 0.75: 0.151191, 0.467688, 0.618879, 0.618879
C(i nu_n): nu_n in Ha, symmetric kernel at E, formula and quadrature in 1/Ha
  n = 0: 0.000000, 1.000000, 255.4444, 255.4444
  n = 1: 0.015708, 0.092000, 17.9370, 17.9370
  n = 2: 0.031416, 0.024705, 4.8166, 4.8166
```
